# Mean excitation energy of hydrogen from a finite Laguerre pseudospectrum

## Definitions and conventions

Take a nonrelativistic hydrogen atom in its 1s state, with an infinitely heavy proton and dipole transitions. Hartree atomic units are used until the final conversion to electronvolts. For a transition with excitation energy $\omega_n=E_n-E_0$, the oscillator strength is

$$f_n=\tfrac23\,\omega_n\,|\langle n|\mathbf r|0\rangle|^2 ,$$

summed over the three degenerate p states. Define

$$S(k)=\sum_n f_n\omega_n^k,\qquad L(k)=\sum_n f_n\omega_n^k\ln\omega_n,\qquad \ln I=\frac{L(0)}{S(0)} .$$

The sums include an integral over the continuum. The energy $I$ is the mean excitation energy, a geometric mean of $\omega$ weighted by oscillator strength. Changing the energy unit adds a constant to $\ln\omega$, so $L(0)$ depends on the unit but the physical energy $I$ does not.

The problem is radial. Write $\psi=u(r)Y/r$, so that $u_0=2re^{-r}$. The angular factors in $|\langle n|\mathbf r|0\rangle|^2$ sum to one: each of the three Cartesian components contributes $1/3$. Hence

$$f_n=\tfrac23\omega_n\langle u_n|d\rangle^2,\qquad d(r)=ru_0=2r^2e^{-r}.$$

With $E_0=-\tfrac12$, the excitation-energy operator in the p channel is

$$A=-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12,\qquad S(k)=\tfrac23\langle d|A^{k+1}|d\rangle .$$

Differentiating $r^me^{-r}$ twice and collecting powers gives

$$A\,r^me^{-r}=e^{-r}\left[\left(1-\tfrac{m(m-1)}2\right)r^{m-2}+(m-1)r^{m-1}\right].\tag{1}$$

Thus $Ad=2re^{-r}$ and $A^2d=2e^{-r}/r$. Also, $A(r^2+r^3/2)e^{-r}=r^2e^{-r}$, which supplies $A^{-1}d$. With $\int_0^\infty r^pe^{-2r}dr=p!/2^{p+1}$,

$$\begin{aligned}
S(-2)&=\tfrac83\int(r^4+\tfrac12r^5)e^{-2r}dr=\tfrac83\left(\tfrac34+\tfrac{15}{16}\right)=\tfrac92,\\
S(-1)&=\tfrac83\cdot\tfrac34=2,\qquad S(0)=\tfrac83\cdot\tfrac38=1,\\
S(1)&=\tfrac83\cdot\tfrac14=\tfrac23,\qquad S(2)=\tfrac83\cdot\tfrac12=\tfrac43 .
\end{aligned}$$

The last value is the quadratic form $\langle Ad|A|Ad\rangle$. It is finite, and its boundary term vanishes because $Ad$ vanishes at $r=0$. By contrast, $S(3)$ would contain $\int r^{-2}e^{-2r}dr$, which diverges at the nucleus.

## Two naive schemes and their faults

The simplest attempt sums the discrete lines alone. They carry $S(0)=0.5650$ and $L(0)=-0.5236$, giving

$$I_{\rm lines}=e^{-0.5236/0.5650}=0.396\ \text{hartree},$$

or 10.8 eV. The continuum carries the other 43.5% of the oscillator strength and cannot be omitted.

A finite basis of square-integrable functions replaces the continuum by discrete pseudostates. Take

$$\phi_i(r)=r^2e^{-\lambda r}L_i^{(3)}(2\lambda r),\qquad i=0,\ldots,N-1,$$

diagonalize $A$ in this space, and form the sums from the pseudostates $\psi_j$. With $\lambda=2$ and $N=5$, this gives $S(0)=1.013$ and $I=15.47$ eV.

The fault can be located. If $P$ projects onto the basis, the calculated sum is

$$S_N(0)=\tfrac23\sum_j\omega_j\langle\psi_j|d\rangle^2=\tfrac23\langle Pd|A|Pd\rangle .$$

This need not equal one when $Pd\ne d$. Here $d$ contains $e^{-r}=e^{-2r}e^r$, and $e^r$ is not a polynomial, so $d$ lies outside the $\lambda=2$ basis.

Testing such a basis by its polarizability $S(-2)$ raises a second difficulty. At $\lambda=2$, $N=20$, the error of $S(-2)$ is about $4\times10^{-13}$, while $S(2)=1.227$ is still 8% below $4/3$. A low-energy moment does not certify the high-energy pseudospectrum. In this example $I$ itself is already well converged, with a relative error of $4\times10^{-8}$. The point is that the relative error of $S(-2)$, about $10^{-13}$, understates the error of sums weighted toward higher energy.

The sum rule $S_N(0)=1$ holds exactly at every $N$ when $d$ belongs to the basis, since then $Pd=d$. The choice $\lambda=1$ makes $d$ proportional to its first function. It also makes the error analysable.

## The matrix at the 1s exponent

Set $n=i+2$ and normalize the functions by $\int S_nS_m\,dr/r=\delta_{nm}$:

$$S_n=\frac{4}{\sqrt{(i+1)(i+2)(i+3)}}\,r^2e^{-r}L_i^{(3)}(2r).$$

To find $AS_n$, let $y=2r$ and $u=y^2e^{-y/2}L_i^{(3)}(y)$. The Laguerre equation $yL''+(4-y)L'+iL=0$ gives

$$\frac{d^2u}{dy^2}=\left(\frac2{y^2}-\frac n y+\frac14\right)u .$$

Since $d^2/dr^2=4\,d^2/dy^2$, substitution into $A$ yields $AS_n=(n-1)S_n/r$. Therefore

$$A_{nm}=(n-1)\delta_{nm}.$$

The overlap $B_{nm}=\int S_nS_mdr$ follows from

$$yL_i^{(3)}=(2i+4)L_i^{(3)}-(i+1)L_{i+1}^{(3)}-(i+3)L_{i-1}^{(3)} .$$

Using $r=y/2$ and the normalization factors,

$$B_{nn}=n,\qquad B_{n,n+1}=-\tfrac12\sqrt{(n-1)(n+2)} .$$

The generalized eigenproblem is $Ac=\omega Bc$. Put $g=A^{1/2}c$ and $x=1/\omega$. Then $Jg=xg$, where $J=A^{-1/2}BA^{-1/2}$ has elements

$$J_{nn}=\frac n{n-1},\qquad J_{n,n+1}=-\frac12\sqrt{\frac{n+2}{n}},\qquad n=2,3,\ldots\tag{2}$$

The strengths need no dipole integrals. Pseudostate normalization, $c^TBc=1$, means $g^TJg=1$, so $g=q/\sqrt x$ with $q$ a unit eigenvector. The dipole function is $d=(\sqrt6/2)S_2$. Using $Bc=xAc$ and $A_{22}=1$,

$$\langle\psi_j|d\rangle=\frac{\sqrt6}{2}(Bc)_2=\frac{\sqrt6}{2}x_jc_2=\frac{\sqrt6}{2}\sqrt{x_j}\,q_{2j}.$$

Consequently $f_j=\tfrac23x_j^{-1}\cdot\tfrac32x_jq_{2j}^2=q_{2j}^2$. Here the index 2 denotes the first basis function.

The algorithm is then:

1. Build the $N\times N$ matrix (2) and diagonalize it.
2. Set $\omega_j=1/x_j$ and $f_j$ equal to the squared first component of the unit eigenvector.
3. Compute $I_N=\exp\left(\sum_jf_j\ln\omega_j\right)$, since $\sum_jf_j=1$. Convert to eV and increase $N$ until $I_N$ is stable.

## Why low moments become exact

The functions $S_n/\sqrt{n-1}$ are orthonormal in the energy product $\langle u|A|v\rangle$. In that product the matrix of $A^{-1}$ is $\langle u|AA^{-1}|v\rangle=\langle u|v\rangle$, suitably scaled, which is $J$. With the completeness of the Laguerre functions, the infinite matrix represents $A^{-1}$ for the full p spectrum. The finite calculation is its truncation $J_N$.

It follows that

$$S(-k)=(J^k)_{22},\qquad S_N(-k)=(J_N^k)_{22}.$$

Expand a matrix power as a sum over walks. Each step of a tridiagonal matrix stays put or moves to a neighbour. A walk from the first site to the first omitted site and back needs $2N$ steps, so

$$S_N(-k)=S(-k),\qquad k=0,1,\ldots,2N-1.$$

An $N$-point rule with positive weights that reproduces these $2N$ moments is the Gauss rule for the oscillator-strength distribution in $x=1/\omega$. In particular, $S(-2)$ is exact from $N=2$: $(J^2)_{22}=2^2+\tfrac12=\tfrac92$.

For $N=3$ the first missed moment is $S(-6)$. One walk reaches the omitted site, and its weight is the product of three squared off-diagonal elements,

$$\tfrac12\cdot\tfrac5{12}\cdot\tfrac38=0.078125,$$

which equals $S(-6)-S_3(-6)$.

The logarithm is not a polynomial in $x$, so $I_N$ retains an error. Its sign follows from

$$-\ln x=\int_0^\infty\left[\frac1{x+t}-\frac1{1+t}\right]dt,\qquad F_N(t)=[(J_N+t)^{-1}]_{22}=\sum_j\frac{f_j}{x_j+t}.$$

Because $J+t$ is positive, $F_N(t)$ is the maximum of $2v_2-v^T(J+t)v$ over vectors $v$ on the first $N$ sites. Enlarging the space cannot lower a maximum. Hence $L_N(0)$ and $I_N$ approach their limits from below. The argument needs only that $d$ lie in the basis, so the bound holds for any growing sequence of bases that contain $d$: four $\lambda=2$ functions together with $d$ give 14.990 eV. Among the single-exponent bases only $\lambda=1$ contains $d$, and the 15.47 eV found above shows that the bound does not hold for a general exponent.

## Worked example

For $N=3$, the diagonal of $J_3$ is $(2,\tfrac32,\tfrac43)$ and the off-diagonal elements are $-\sqrt{1/2}$ and $-\sqrt{5/12}$. Diagonalization gives

| $\omega_j$ (hartree) | $f_j$ |
|---:|---:|
| 0.38109 | 0.50667 |
| 0.61658 | 0.36800 |
| 1.70233 | 0.12532 |

The two higher pseudostates lie above the ionization energy of 0.5 hartree. Together they carry a strength of 0.493, against the continuum's 0.435. This split is not a converged quantity in so small a basis: at $N=5$ the pseudostates above 0.5 hartree carry 0.357. The logarithmic sum is

$$\begin{aligned}
L_3(0)&=0.50667\ln0.38109+0.36800\ln0.61658+0.12532\ln1.70233\\
&=-0.48879-0.17796+0.06667=-0.60008 .
\end{aligned}$$

Thus $I_3=e^{-0.60008}=0.5488$ hartree, or 14.93 eV. Larger bases give

| $N$ | $I_N$ (eV) | $S_N(-2)$ | $S_N(2)$ |
|---:|---:|---:|---:|
| 1 | 13.6057 | 4.0000 | 0.2500 |
| 2 | 14.7726 | 4.5000 | 0.4400 |
| 3 | 14.9327 | 4.5000 | 0.5767 |
| 5 | 14.9824 | 4.5000 | 0.7560 |
| 10 | 14.9908 | 4.5000 | 0.9720 |
| 20 | 14.9913 | 4.5000 | 1.1270 |
| 80 | 14.9913 | 4.5000 | 1.2757 |

An independent sum over the lines and continuum gives $I=0.55092$ hartree, or 14.9913 eV. These digits display convergence within the model. A finite proton mass scales all energies by the reduced mass, a change of roughly one part in 1800, which lowers $I$ by about 0.008 eV, to 14.98 eV. The fourth figure of 14.99 eV therefore belongs to the infinite-mass model, not to real hydrogen.

## Convergence of the positive moments

At $\lambda=1$, $d$ is in the basis, so $\langle\psi_j|Ad\rangle=\omega_j\langle\psi_j|d\rangle$. With $h=Ad=2re^{-r}$,

$$S_N(1)=\tfrac23\|Ph\|^2,\qquad S_N(2)=\tfrac23\langle Ph|A|Ph\rangle .$$

The functions $\chi_i=r^2e^{-r}L_i^{(4)}(2r)$ span the same space and are orthogonal, with $\|\chi_i\|^2=(i+4)!/(32\,i!)$. Since $L_i^{(4)}=\sum_{j\le i}L_j^{(3)}$, only $j=0$ contributes to

$$\langle\chi_i|h\rangle=\tfrac18\int_0^\infty y^3e^{-y}L_i^{(4)}(y)dy=\tfrac68=\tfrac34 .$$

Define $t_i=1/[(i+1)(i+2)(i+3)]$. Then $i!/(i+4)!=(t_i-t_{i+1})/3$, and the sum telescopes:

$$\|Ph\|^2=18\sum_{i=0}^{N-1}\frac{i!}{(i+4)!}=1-6t_N,\qquad S_N(1)=\tfrac23-4t_N.\tag{3}$$

The coefficient of $\chi_i$ in $Ph$ is $24\,i!/(i+4)!=8(t_i-t_{i+1})$. Re-expanding in $L_j^{(3)}$ gives

$$Ph=r^2e^{-r}\sum_{j=0}^{N-1}8(t_j-t_N)L_j^{(3)}(2r).$$

In these functions $A$ is diagonal with elements $(j+1)/(16t_j)$. Hence

$$S_N(2)=\frac83\sum_{j=0}^{N-1}(j+1)\frac{(t_j-t_N)^2}{t_j}.$$

Expand the square. The required sums are

$$\begin{aligned}
\sum(j+1)t_j&=\frac N{2(N+2)},\qquad \sum(j+1)=\frac{N(N+1)}2,\\
\sum\frac{j+1}{t_j}&=\frac{N(N+1)(N+2)(N+3)(4N+1)}{20}.
\end{aligned}$$

The first telescopes. For the last, put $m=j+1$ and write $m^2(m+1)(m+2)=m(m+1)(m+2)(m+3)-3m(m+1)(m+2)$; both products have standard telescoping sums. Combining the terms,

$$S_N(2)=\frac{2N(10N^2+24N+11)}{15(N+1)(N+2)(N+3)}=\frac43-\frac{24}{5N}+O(N^{-2}).\tag{4}$$

Reaching 1% relative accuracy in $S(2)$ takes $N=357$, whereas $I$ reaches it at $N=3$. For 0.1%, the sizes are 3597 and 5.

## Convergence of the logarithm

Let $e_N(t)=F(t)-F_N(t)$, where $F$ belongs to the infinite matrix. Let $v$ be the decaying solution of $(J+t)v=\mathbf e_2$, where $\mathbf e_2$ is the unit vector on the first site, and let $u$ solve every row with zero right-hand side. The truncated solution must vanish at $n=N+2$, so it is $v-u\,v_{N+2}/u_{N+2}$. Its first component gives

$$e_N(t)=u_2\frac{v_{N+2}}{u_{N+2}}.$$

For large $n$ and $t$ of order $n^{-2}$, expand the recurrence from (2). The diagonal is $1+1/n+1/n^2+\cdots$. The two neighbour coefficients, without their common factor $\tfrac12$, are $1+1/n\mp1/(2n^2)+\cdots$. With $v_{n\pm1}=v\pm v'+\tfrac12v''$, the leading terms give

$$v''=\left(\frac2{n^2}+2t\right)v .$$

In terms of $s=n\sqrt{2t}$, the decaying and growing solutions are $e^{-s}(1+1/s)$ and $\cosh s-\sinh s/s$. At small $s$ they reduce to $1/s$ and $s^2/3$, matching the $t=0$ solutions $1/n$ and $n^2$. Dividing out these limits at $z=(N+2)\sqrt{2t}$, and taking $e_N(0)=4t_N$ from (3), gives to leading order

$$e_N(t)\simeq\frac{4R(z)}{(N+2)^3},\qquad R(z)=\frac{z^3e^{-z}(1+z)}{3(z\cosh z-\sinh z)}.$$

Now integrate over $t$, with $dt=z\,dz/(N+2)^2$:

$$L(0)-L_N(0)\simeq\frac G{(N+2)^5},\qquad G=4\int_0^\infty zR(z)\,dz=6.840.\tag{5}$$

The matching can be checked against (4). Since $S_N(2)=-F_N'(0)$ and $R=1-\tfrac35z^2+\cdots$, it predicts $S(2)-S_N(2)\simeq24/[5(N+2)]$, with the correct leading coefficient.

This is a leading-order matching argument, not a bound. The actual error in $L(0)$ is 1.46 times (5) at $N=5$ and 1.028 times it at $N=80$. Extrapolating the results at $N=40$ and 80 gives $G=6.829$, within 0.2% of the integral. The numerical check also tests $e_N(t)$ directly.

The powers have a physical origin. At high energy, replace the regular continuum Coulomb wave by a free p wave, normalized per unit energy as $\sqrt{2/(\pi k)}\,kr\,j_1(kr)$, with $\omega\simeq k^2/2$. Moving $A^2$ onto $d$ gives

$$\langle u_k|d\rangle\simeq\frac1{\omega^2}\sqrt{\frac2{\pi k}}\int_0^\infty kr\,j_1(kr)\frac2r\,dr=\frac2{\omega^2}\sqrt{\frac2{\pi k}},$$

because $\int_0^\infty j_1(s)ds=1$. Thus $df/d\omega\propto\omega^{-7/2}$ asymptotically. The approach is slow: the exact density is 0.85 of this free-wave estimate at 167 hartree and 0.92 of it at 651 hartree. The largest pseudo-energy grows approximately as $N^2$: it rises from 167 to 651 hartree between $N=40$ and 80. Strength beyond such a cutoff contributes to $S(k)$ an amount of order $(N^2)^{k-5/2}=N^{2k-5}$. This scaling estimate gives the same powers as the $N^{-1}$ error at $k=2$ and the $N^{-5}$ error of the logarithm at $k=0$, but not their coefficients. For $S(0)$ itself the Gauss rule removes the error, but the logarithm is still sensitive to how the tail is distributed.

## What the choice of exponent buys

The choice $\lambda=1$ secures the sum rule, the lower bound and useful results in very small bases. It is not the most accurate choice at every $N$. At $N=20$, $\lambda=2$ gives 14.991301 eV, closer to the limit, 14.991301 eV to these digits, than the 14.991279 eV from $\lambda=1$. At that size its $S(2)$ is also nearer $4/3$: 1.227 against 1.127.

For a one-electron ion of charge $Z$, scaling $r$ by $1/Z$ multiplies every $\omega$ by $Z^2$ and leaves $f$ unchanged. In this nonrelativistic model, the matching exponent is therefore $Z$ and $I$ scales as $Z^2$. For a many-electron atom, matrix (2) no longer applies, and an approximate ground state or incomplete basis can spoil $S(0)$. One should then retain $S(0)$ in the ratio, check it separately, and judge $I$ by its own convergence. The hydrogen results at $\lambda=1$ show why other moments are poor substitutes: $S(-2)$ is exact from $N=2$, when $I$ is not yet converged, while $S(2)$ converges far more slowly than $L(0)$.

## Table of computed values

```
Hartree energy = 27.211386 eV
Complete spectrum: L(0) = -0.5961653714 (w in hartree)
Complete spectrum: I = 0.55092017 hartree = 14.99130 eV
S(0) from lines = 0.565004, from continuum = 0.434996 (dimensionless)
L(0) from lines = -0.523566, from continuum = -0.072600
Exact S(k), atomic units: S(-2)=4.500000, S(-1)=2.000000, S(0)=1.000000, S(1)=0.666667, S(2)=1.333333
Pseudospectrum N=3: w (hartree), f (dimensionless)
  0.38109111  0.50667181
  0.61657616  0.36800469
  1.70233274  0.12532350
N=3: L(0) = -0.60008006
N=3: exact S(-6) minus computed = 0.078125 a.u.
N, I (eV), L(0) error, S(-2) (a.u.), S(2) (a.u.)
   1  13.6056931  9.698e-02  4.00000000  0.250000
   2  14.7726132  1.470e-02  4.50000000  0.440000
   3  14.9327298  3.915e-03  4.50000000  0.576667
   5  14.9823684  5.961e-04  4.50000000  0.755952
  10  14.9907955  3.375e-05  4.50000000  0.972028
  20  14.9912793  1.476e-06  4.50000000  1.127047
  40  14.9913006  5.526e-08  4.50000000  1.222375
  80  14.9913014  1.896e-09  4.50000000  1.275679
G from integral = 6.840491; from spectra = 6.829293
L(0) error / [G/(N+2)^5]: N=5: 1.4645, N=10: 1.2276, N=20: 1.1123, N=40: 1.0557, N=80: 1.0277
Decay exponents in N+2, N=40 to 80: L(0) 5.0401, S(2) 0.9785
Largest w (hartree): N=10: 12.194, N=20: 44.036, N=40: 167.157, N=80: 651.137
Smallest N for relative error below 0.01: I 3, S(2) 357
Smallest N for relative error below 0.001: I 5, S(2) 3597
Exponent 2: N, S(0), I (eV), S(-2) error (a.u.), S(2) (a.u.)
   5  1.01309847  15.469046  8.76e-02  3.522652
  10  0.99999632  14.990849  3.85e-05  1.100263
  20  1.00000000  14.991301  4.32e-13  1.227145
```
